Langmuir Precursor Coverage and Exposure Saturation in an Atomic-Layer-Deposition Pulse, part 1

(Sections cited here and not found follow in the second part.)

## First half: constant pressure

### Definitions and conventions

A surface carries N₀ adsorption sites per unit area. Each site is either empty or holds one precursor molecule. The coverage θ is the mean fraction of filled sites, so the number of adsorbed molecules per unit area is N₀θ. Full coverage, θ = 1, means that every available site is filled. It does not mean that the surface is hidden under a closed film.

The precursor is an ideal gas of molecular mass m and temperature T, with partial pressure p at the surface. The surface has the same temperature. A pulse lasts for a time t_p and is followed by a purge of duration t_g, during which p = 0. The exposure is the time integral of the pressure,

E(t) = ∫₀ᵗ p(s) ds,

with unit Pa s. The symbol E_d, with a subscript, is the desorption energy of one molecule. Boltzmann's constant is k_B, and ln is the natural logarithm.

Three assumptions define the Langmuir model used here. The sites are identical. They are independent: the state of one site does not alter the rates at another. An arriving molecule that meets an empty site is captured with a constant probability s₀, and one that meets a filled site returns to the gas.

An adsorbed molecule leaves intact at the rate

k_d = ν exp(−E_d/k_BT),

where ν is an attempt rate. A precursor that reacts with the surface and releases a by-product is different. Its reverse reaction needs the by-product, which the gas flow removes. If readsorption of the by-product is neglected, such a reaction is described by k_d → 0.

The example uses round model parameters that belong to no particular material: m = 100 u, T = 400 K, N₀ = 5×10¹⁸ m⁻², s₀ = 10⁻³ and ν = 10¹³ s⁻¹. The pulse has p = 10 Pa and t_p = 0.20 s, and the purge lasts 1.00 s. Two kinds of site are compared, strong ones with E_d = 1.30 eV and weak ones with E_d = 1.00 eV. All other parameters are the same for both.

### How often a site is offered a molecule

Let v be the velocity component towards the surface. In a gas at equilibrium its distribution is

f(v) = √(m/(2πk_BT)) exp(−mv²/(2k_BT)).

During a short time dt, molecules with velocity v > 0 reach the surface if they start within the distance v dt. If n is the number of molecules per unit volume, the number arriving per unit area and time is

Φ = n ∫₀^∞ v f(v) dv.

The integral follows from ∫₀^∞ v exp(−av²) dv = 1/(2a). Here a = m/(2k_BT), so 1/(2a) = k_BT/m, and

Φ = n √(m/(2πk_BT)) (k_BT/m) = n √(k_BT/(2πm)).

The ideal-gas law gives n = p/(k_BT). Substitution yields

Φ = p/√(2πmk_BT).

The use of an equilibrium distribution requires that the surface remove few of the molecules that strike it. With s₀ = 10⁻³ this holds well near the surface.

Each site occupies an area 1/N₀ and is therefore struck at the rate Φ/N₀. If it is empty, it captures a molecule at the rate s₀Φ/N₀. This rate is proportional to the pressure, and it is convenient to write it as βp with

β = s₀/(N₀√(2πmk_BT)).

At 10 Pa the example has Φ = 1.317×10²³ m⁻² s⁻¹. The capture rate of an empty site is

βp = 10⁻³ × 1.317×10²³ / (5×10¹⁸) s⁻¹ = 26.35 s⁻¹,

and hence β = 2.635 Pa⁻¹ s⁻¹. A site is struck about 26 000 times per second, but about 26 of these encounters per second would lead to capture if the site stayed empty.

### The simplest case: nothing desorbs

Set k_d = 0 and keep the pressure constant. A fraction 1−θ of the sites is empty, and each empty site fills at the rate βp. Therefore

dθ/dt = βp(1−θ).

Separate the variables and integrate from an empty surface at t = 0:

∫₀^θ dθ′/(1−θ′) = βp ∫₀ᵗ ds,

−ln(1−θ) = βpt,

θ(t) = 1 − exp(−βpt).

As a first limit, take βpt ≪ 1. Expanding the exponential gives θ ≈ βpt, or N₀θ ≈ s₀Φt. This is the number of molecules that have struck the surface, multiplied by the capture probability. It is the expected result while almost every site is still empty.

In the opposite limit the empty fraction exp(−βpt) tends to zero but does not vanish at any finite time. Saturation therefore needs a stated tolerance. If an empty fraction ε is allowed, the requirement exp(−βpt) ≤ ε gives

βpt ≥ ln(1/ε).

For constant pressure pt = E, so the smallest exposure is ln(1/ε)/β. With ε = 0.01 the logarithm is 4.605, and the exposure is 4.605/2.635 Pa s = 1.748 Pa s. Every further reduction of the empty fraction by a factor of ten costs an additional ln(10)/β = 0.874 Pa s. The last empty sites are costly because most arriving molecules now meet filled ones.

The example pulse supplies 10 Pa × 0.20 s = 2.00 Pa s, so βE = 5.27. Without desorption the coverage at its end is 1 − exp(−5.27) = 0.9949.

### Adding desorption

Consider M sites, of which n are filled at a given moment. In a short time dt, one of the M−n empty sites fills with probability (M−n)βp dt, and one of the n filled sites empties with probability nk_d dt. Two events in the same interval have a probability of order dt² and drop out as dt → 0. If angle brackets denote the mean over many realizations,

d⟨n⟩/dt = βp(M−⟨n⟩) − k_d⟨n⟩.

Both rates are linear in n, so the mean of the rate needs nothing beyond ⟨n⟩. Dividing by M and using θ = ⟨n⟩/M gives

dθ/dt = βp(1−θ) − k_dθ.

Within this model the equation for the mean involves no mean-field approximation. It would need one if the rates depended on neighbouring sites. A numerical test followed the probabilities of all occupation numbers of a small set of sites, and its mean agreed with the solution derived next.

For constant pressure, collect the terms in θ and define the relaxation rate λ:

dθ/dt = βp − λθ, with λ = βp + k_d.

The right-hand side vanishes at the plateau coverage

θ_eq = βp/(βp+k_d).

Let y = θ − θ_eq. Because θ_eq is constant and λθ_eq = βp,

dy/dt = βp − λ(y+θ_eq) = −λy.

Hence y(t) = y(0) exp(−λt), and

θ(t) = θ_eq + [θ(0)−θ_eq] exp(−λt).

For an initially empty surface this becomes

θ(t) = θ_eq[1 − exp(−λt)].

Several limits can be checked. For k_d → 0, θ_eq → 1 and λ → βp, which restores the simplest case. For λt ≪ 1, θ ≈ θ_eqλt = βpt: desorption does not affect the initial slope, because there is not yet anything to desorb. For t → ∞ the coverage becomes the Langmuir isotherm

θ_eq = Kp/(1+Kp), with K = β/k_d.

The plateau is a dynamic balance. Molecules continue to arrive and leave, but the two rates are equal.

### Two meanings of saturation

The first meaning is that the coverage has stopped changing. From the solution for an empty start,

1 − θ(t)/θ_eq = exp(−λt).

The relative distance from the plateau is at most δ if

(βp+k_d)t_p ≥ ln(1/δ).

The second meaning is that nearly all sites are filled: θ ≥ q, with q = 1−ε. This asks for more, because the plateau itself must lie high enough.

The desorption rates in the example show the difference. With k_BT = 0.03447 eV, the exponent E_d/k_BT is 37.7 for strong sites and 29.0 for weak sites. The resulting rates are 4.18×10⁻⁴ s⁻¹ and 2.515 s⁻¹. A difference of 0.30 eV changes the rate by a factor of about 6000.

For the strong sites at 10 Pa, θ_eq = 0.99998. For the weak sites,

θ_eq = 26.35/(26.35+2.515) = 0.913.

The times needed to reach 99% of these plateaus are 4.605/λ, namely 0.1748 s for strong sites and 0.1596 s for weak sites. The weak sites reach their plateau sooner because desorption adds to the relaxation rate. They are nevertheless less full at every time t > 0. To see this, write the coverage as

θ(t) = βp[1−exp(−λt)]/λ = βp ∫₀ᵗ exp(−λs) ds.

At fixed pressure, a larger k_d gives a larger λ and a smaller integrand for every s > 0.

A common-sense check of saturation is to double the pulse time. Let x = exp(−λt_p). The relative gain in coverage is

[θ(2t_p)−θ(t_p)]/θ(t_p) = (1−x²)/(1−x) − 1 = x.

The plateau coverage has cancelled. The check therefore measures the distance from the plateau. Taken alone it does not give the height of the plateau: it fixes λ = βp+k_d, and θ_eq = βp/λ follows only if βp is known separately.

Extending the pulse from 0.20 s to 0.40 s raises the strong-site coverage from 0.9948 to 0.99996, a relative gain of 0.51%. It raises the weak-site coverage from 0.9100 to 0.9129, a relative gain of 0.31%. By this check the weak sites look better saturated, although almost 9% of them remain empty.

### The pressure threshold and the required exposure

A coverage q < 1 can be reached in a finite time from an empty surface if and only if θ_eq > q. Insert the plateau coverage and multiply by the positive denominator:

βp > q(βp+k_d),

βp(1−q) > qk_d,

p > p_min = (k_d/β) q/(1−q).

For q = 0.99 the last factor is 99. The weak sites need p > (2.515/2.635) × 99 Pa = 94.5 Pa. At 10 Pa no pulse length can fill 99% of them. The threshold for the strong sites is 0.0157 Pa, far below the working pressure.

Above the threshold, the required time follows from q = θ_eq[1−exp(−λt)]:

t_q = −ln(1−q/θ_eq)/λ.

Define the ratio of desorption to adsorption rates as r = k_d/(βp). Then 1/θ_eq = 1+r and λ = βp(1+r). Multiplication of t_q by p gives the required exposure

E_q = −ln[1−(1+r)q]/[β(1+r)].

To find how it depends on pressure, let z = (1+r)q, which lies between 0 and 1 above the threshold. Since 1/(1+r) = q/z,

E_q = (q/β)[−ln(1−z)/z] = (q/β)(1 + z/2 + z²/3 + …).

Every term in the series after the first increases with z. Lower pressure means larger r and larger z, so it requires more exposure. At the threshold z → 1 and E_q diverges. At high pressure r → 0, z → q, and E_q returns to the desorption-free value ln(1/ε)/β.

For the weak sites and q = 0.99, the required exposure is 2.82 Pa s at 100 Pa, 1.98 Pa s at 200 Pa and 1.78 Pa s at 1000 Pa. The desorption-free value is 1.75 Pa s. At 100 Pa, just above the threshold, the excess over that value is 61%.

The argument of the logarithm shows when desorption matters:

1 − (1+r)q = ε − r(1−ε).

It is not enough that r be small compared with one. Near saturation the scale for r is the allowed empty fraction ε: the required exposure is nearly unchanged when r is small compared with ε, and it diverges as r approaches ε/(1−ε). For ε = 0.01, the weak sites at 200 Pa have r = 0.0048, about half of ε, and already need 13% more exposure. At 100 Pa the weak sites have r = 0.0095, which is small, but almost as large as ε = 0.01.

For the strong sites at 10 Pa the required exposure is 1.748 Pa s, or 1.31×10⁴ langmuir, where one langmuir is 10⁻⁶ Torr s. It is delivered in 0.175 s.

## Second half: pulses of any shape, and the purge

### Symbols and results carried over

The coverage θ is the filled fraction of sites, p is the precursor pressure, and E is its time integral. An empty site fills at the rate βp, and a filled site empties at the rate k_d. The mean coverage obeys

dθ/dt = βp(1−θ) − k_dθ.

At constant pressure, an empty surface fills as θ = θ_eq[1−exp(−λt)], with λ = βp+k_d and θ_eq = βp/λ. The target coverage is q = 1−ε. It can be reached if p > p_min = (k_d/β)q/(1−q), and it then needs the exposure E_q found above. The pulse time is t_p and the purge time is t_g. In the example β = 2.635 Pa⁻¹ s⁻¹, while k_d is 4.18×10⁻⁴ s⁻¹ for strong sites and 2.515 s⁻¹ for weak sites.

### A pressure that changes during the pulse

A valve opens and closes in a finite time, and the gas takes time to reach and leave the surface. The pressure p(t) is then not a rectangle. The rate equation remains linear and can be solved with an integrating factor. Define

A(t) = ∫₀ᵗ [βp(s)+k_d] ds = βE(t) + k_dt.

Its derivative is dA/dt = βp+k_d. By the product rule,

d[θ exp(A)]/dt = exp(A)[dθ/dt + (βp+k_d)θ] = βp exp(A).

The last equality uses the rate equation in the form dθ/dt + (βp+k_d)θ = βp. Integrate from 0 to t, note that A(0) = 0, and multiply by exp[−A(t)]:

θ(t) = θ(0) exp[−A(t)] + ∫₀ᵗ βp(s) exp{−[A(t)−A(s)]} ds.

The first term is the memory of the initial coverage. In the second, a contribution made at time s is weighted by an exponential that decreases with the exposure and the time that follow it.

For constant pressure, A(t)−A(s) = λ(t−s). The integral becomes βp[1−exp(−λt)]/λ, which is the earlier result for an empty start.

### When exposure alone fixes the coverage

Let the surface start empty and set k_d = 0. Then A = βE, and the integrand is a total derivative because dE/ds = p(s):

βp(s) exp{−β[E(t)−E(s)]} = d/ds exp{−β[E(t)−E(s)]}.

The integral is the difference between the values at s = t and s = 0. Since E(0) = 0,

θ_irr(t) = 1 − exp[−βE(t)].

The subscript stands for irreversible. The shape of the pulse has disappeared. A short pulse at high pressure and a long one at low pressure give the same coverage if their exposures are equal. This is the regime in which saturation can be stated through exposure alone:

βE ≥ ln(1/ε).

If βE ≪ 1, θ_irr ≈ βE, as in the simplest case. If the gas is interrupted during the pulse, nothing is lost, because no molecule leaves during the interruption.

The coverage is now known for a pulse of any shape, and without desorption it depends on the exposure alone when the surface starts empty. It remains to find how far desorption changes this result, how much coverage survives the purge, and what a complete step therefore requires.

Numbers in the example were calculated in double precision.
